# Step-flow velocity from adatom diffusion between perfectly absorbing steps

A crystal surface cut slightly away from a low-index plane is a staircase of flat terraces separated by steps one layer high. When it grows from a vapour, atoms land on the terraces and wander as adatoms. Some reach a step and join the crystal; others desorb first. A wider terrace catches more atoms for each step, but an atom landing far from an edge is less likely to arrive there. How fast, then, do the steps advance for a given terrace width?

## Assumptions and the theorem

The steps are straight, parallel and a distance \(L\) apart, so densities vary along one coordinate. Atoms arrive at rate \(F\) per unit area, diffuse with coefficient \(D\), and desorb after a mean time \(\tau\). The adatom density \(n\) is a number per area, \(\Omega\) is the area per site, and \(\Omega n\) is the coverage. The coverage is small, so adatoms neither interact nor block sites. No islands nucleate, and the motion is steady.

The steps are *perfectly absorbing*: attachment and detachment are so fast that the density on both sides of every step equals the equilibrium value \(n_{\rm eq}\). This is not an empty-edge condition, since a step also releases atoms. Define

\[
\lambda=\sqrt{D\tau},\qquad X=\frac{L}{2\lambda},\qquad u_0=F\tau-n_{\rm eq}.
\]

Here \(\lambda\) is the diffusion length. The density \(F\tau\) is what arrival and desorption would establish without steps, so \(u_0\) is the excess that drives growth.

**Theorem.** To leading order in a small excess coverage \(|\Omega u_0|\), at fixed \(L/\lambda\), the step velocity is

\[
v=2\Omega\lambda\left(F-\frac{n_{\rm eq}}{\tau}\right)\tanh\frac{L}{2\lambda}. \tag{1}
\]

Positive \(v\) means growth, negative \(v\) sublimation. The proportionality to the hyperbolic tangent refers to a change of \(L\) at fixed \(F\) and temperature, because \(D\), \(\tau\) and \(n_{\rm eq}\) depend on temperature.

The proof first holds the steps still while the density is found, then shows what their motion changes.

## Lemma 1: the density on a terrace

**Lemma 1.** Between fixed steps at \(x=\pm L/2\), the steady density is

\[
n(x)=F\tau-u_0\,\frac{\cosh(x/\lambda)}{\cosh X}. \tag{2}
\]

*Proof.* Diffusion, desorption and arrival balance at each point:

\[
D n''-\frac{n}{\tau}+F=0,\qquad n(\pm L/2)=n_{\rm eq}. \tag{3}
\]

Put \(n=F\tau-u\). Then \(Dn''=-Du''\) and \(F-n/\tau=u/\tau\), so \(u''=u/\lambda^2\), with \(u(\pm L/2)=u_0\). The general solution is \(u=A\cosh(x/\lambda)+B\sinh(x/\lambda)\). Subtracting the two boundary conditions gives \(2B\sinh X=0\), hence \(B=0\); either condition then gives \(A=u_0/\cosh X\). ∎

During growth the density is highest at mid-terrace, where \(n(0)=F\tau-u_0/\cosh X\). This is where the assumption of no islands is most at risk. As \(L\) increases, \(n(0)\) rises from \(n_{\rm eq}\) towards \(F\tau\).

## Lemma 2: the supply to a step

**Lemma 2.** Each terrace delivers to each of its two bounding steps, per unit step length and time, the number of atoms

\[
j=\lambda\left(F-\frac{n_{\rm eq}}{\tau}\right)\tanh X. \tag{4}
\]

*Proof.* The diffusion flux in the \(+x\) direction is \(-Dn'\). At the right edge this points into the step, so \(j=-Dn'(L/2)\). Differentiating (2) gives

\[
-Dn'(L/2)=\frac{Du_0}{\lambda}\,\frac{\sinh X}{\cosh X}.
\]

At the left edge, flow into the step is in the \(-x\) direction and equals \(+Dn'(-L/2)\). Since \(n'\) is odd, this has the same value. Finally, \(u_0=\tau(F-n_{\rm eq}/\tau)\) and \(D\tau/\lambda=\lambda\), which turns the prefactor into that of (4). ∎

## Proof of the law for fixed steps

A step is fed by the terrace in front and the terrace behind. The terraces are equal, so it receives \(2j\). Advancing at velocity \(v\), it creates new crystal area \(v\) per unit length and time, which needs \(v/\Omega\) atoms. Thus \(v=2\Omega j\), which is (1). All steps have the same velocity, so an exactly equal spacing persists. Whether a disturbed spacing would recover is a separate question, not answered by this argument.

Conservation gives the same balance. Integrating (3) over a terrace yields

\[
\int_{-L/2}^{L/2}\left(F-\frac n\tau\right)dx
=D\left[n'(-L/2)-n'(L/2)\right]=2j=\frac v\Omega. \tag{5}
\]

The arrivals on one terrace, less all desorption from it, advance one step.

**Remark on unequal terraces.** In the same fixed-step approximation, a step between terraces of widths \(L_1\) and \(L_2\) receives one contribution (4) from each. Its velocity contains \(\tanh(L_1/2\lambda)+\tanh(L_2/2\lambda)\) in place of \(2\tanh(L/2\lambda)\). Equal spacing is therefore part of the theorem.

## Narrow and wide terraces

For \(L\ll\lambda\), \(\tanh X\simeq X\), and (1) becomes

\[
v\simeq\Omega L\left(F-\frac{n_{\rm eq}}{\tau}\right).
\]

The step collects the net supply of a whole terrace width. For \(L\gg\lambda\), \(\tanh X\to1\) and

\[
v\to2\Omega\lambda\left(F-\frac{n_{\rm eq}}{\tau}\right).
\]

The velocity no longer depends on \(L\). At distance \(d\) from one edge of a very wide terrace, (2) reduces to \(u=u_0e^{-d/\lambda}\). Arrival less desorption, per unit area and time, is \(u/\tau\), whose integral is \(u_0\lambda/\tau\). This equals the full net supply \(u_0/\tau\) over a strip of width \(\lambda\), although the actual capture fades gradually.

Call \(F-n_{\rm eq}/\tau\) the net supply per area. The fraction of it incorporated is

\[
\eta=\frac{v}{\Omega L(F-n_{\rm eq}/\tau)}=\frac{\tanh X}{X}
=1-\frac{X^2}{3}+O(X^4). \tag{6}
\]

A step of height \(h\) passes a given point once every \(L/v\), so the layer grows normal to the terraces at the rate \(hv/L\). This is proportional to \(\eta\): widening the terraces makes steps faster but the film slower.

## Lemma 3: steps that move

Equation (3) ignores the motion of the boundaries. That can be repaired within the same dilute model.

**Lemma 3.** Let a uniform train move steadily at velocity \(v\), and put \(p=v/(2D)\), \(q=\sqrt{p^2+1/\lambda^2}\). Then

\[
v=2\Omega D u_0\,q\,\frac{\cosh(qL)-\cosh(pL)}{\sinh(qL)}. \tag{7}
\]

*Proof.* Let the steps move towards \(+x\), with the lower terrace ahead, and use \(\xi=x-vt\). For \(n(x,t)=N(\xi)\), the time derivative is \(-vN'\), so

\[
DN''+vN'-\frac N\tau+F=0,\qquad N(0)=N(L)=n_{\rm eq}.
\]

Relative to a moving step the flux is \(-DN'-vN\). The step at \(\xi=0\) receives \(DN'(0)+vN(0)\) from the front. From behind it receives \(-DN'(L)-vN(L)\), because the terrace behind is a copy of the one ahead. The two terms in \(vN\) cancel, as both densities are \(n_{\rm eq}\), leaving \(v/\Omega=D[N'(0)-N'(L)]\).

Write \(N=F\tau-U\). Then

\[
U''+2pU'-\frac{U}{\lambda^2}=0,\quad U(0)=U(L)=u_0,\quad
\frac v\Omega=D[U'(L)-U'(0)].
\]

A trial \(e^{r\xi}\) gives \(r=-p\pm q\), so \(U=e^{-p\xi}[A\cosh q\xi+B\sinh q\xi]\). With \(C=\cosh qL\) and \(S=\sinh qL\), the boundary values give

\[
A=u_0,\qquad B=u_0\,\frac{e^{pL}-C}{S}.
\]

The derivative is \(U'=-pU+qe^{-p\xi}[A\sinh q\xi+B\cosh q\xi]\). Its first term cancels between the ends, so

\[
U'(L)-U'(0)=q\left\{e^{-pL}(u_0S+BC)-B\right\}.
\]

Using \(S^2-C^2=-1\), \(u_0S+BC=u_0(Ce^{pL}-1)/S\). Therefore

\[
U'(L)-U'(0)=\frac{qu_0}{S}\left[C-e^{-pL}-e^{pL}+C\right]
=\frac{2qu_0}{S}\left[C-\cosh pL\right],
\]

and multiplication by \(\Omega D\) gives (7). ∎

## Completion of the proof

Let \(\varepsilon=p\lambda=v\lambda/(2D)\). Equation (7) reads \(\varepsilon=\Omega u_0R\), where

\[
R=q\lambda\left[\tanh\frac{qL}{2}-\frac{\cosh(pL)-1}{\sinh(qL)}\right],
\]

because \((\cosh y-1)/\sinh y=\tanh(y/2)\). At fixed \(X\), use \(L=2X\lambda\) and expand:

\[
q\lambda=1+\frac{\varepsilon^2}{2}+\dots,\qquad
\tanh\frac{qL}{2}=\tanh X+\frac{\varepsilon^2X}{2\cosh^2X}+\dots,
\]

\[
\frac{\cosh(pL)-1}{\sinh(qL)}=\frac{2X^2\varepsilon^2}{\sinh2X}+\dots
=\frac{X^2\varepsilon^2}{\sinh X\cosh X}+\dots
\]

Collecting the terms in \(\varepsilon^2\) and dividing them by \(\tanh X\) gives

\[
R=\tanh X\left[1+\varepsilon^2G(X)+O(\varepsilon^4)\right],\quad
G=\frac12+\frac{X}{\sinh2X}-\frac{X^2}{\sinh^2X}. \tag{8}
\]

A small excess coverage does make \(\varepsilon\) small: since \(q>|p|\), \(R\) is positive, and its bracket is below 1, so \(0<R<q\lambda=\sqrt{1+\varepsilon^2}\). Hence \(|\varepsilon|<|\Omega u_0|\sqrt{1+\varepsilon^2}\), which for \(|\Omega u_0|<1\) gives \(\varepsilon^2<(\Omega u_0)^2/[1-(\Omega u_0)^2]\). By (8), \(\varepsilon=\Omega u_0\tanh X\) to leading order. The leading part of \(v=2D\varepsilon/\lambda\) is then \(2\Omega Du_0\tanh X/\lambda\), which is (1). ∎

**Size of the correction.** For \(X>0\), \(0<G<1/2\). The upper bound requires \(X/\sinh2X<X^2/\sinh^2X\), which is equivalent to \(\tanh X<2X\), and this is true. For the lower bound, multiply \(G\) by \(2\sinh^2X/X^2\); it must be shown that

\[
\left(\frac{\sinh X}{X}\right)^2+\frac{\tanh X}{X}>2.
\]

The sum of two positive numbers is at least twice the root of their product, here \(2\sqrt{\sinh^3X/(X^3\cosh X)}\). It remains to show \(\sinh X>X\cosh^{1/3}X\). With \(c=\cosh X\), the function \(f=\sinh X\,c^{-1/3}-X\) vanishes at \(X=0\) and has derivative

\[
f'=\tfrac23c^{2/3}+\tfrac13c^{-4/3}-1>0\qquad(c>1),
\]

because the weighted arithmetic mean exceeds the geometric mean \((c^{2/3})^{2/3}(c^{-4/3})^{1/3}=1\). Hence \(f>0\), as needed.

At leading order, step motion thus raises \(|v|\) relative to (1) by a fraction smaller than \((\Omega u_0)^2/2\). This holds for equal spacing, where the terms of first order in \(\varepsilon\) from the front and rear terraces cancel. Between unequal terraces they do not cancel, and the correction is of first order in \(\varepsilon\): for widths \(\lambda\) and \(3\lambda\) moving together at \(\varepsilon=0.004\), the supply to a step changes by 0.16 per cent, downwards when the narrow terrace is in front and upwards when the wide one is.

## Remark: imperfect absorption

Let atoms attach from each side with a finite velocity \(k\), so that the flux into a fixed step is \(k(n-n_{\rm eq})\). By symmetry \(n=F\tau-K\cosh(x/\lambda)\), and the condition at the right edge is

\[
\frac{DK}{\lambda}\sinh X=k\left(u_0-K\cosh X\right)
\;\Rightarrow\;
K=\frac{ku_0}{k\cosh X+(D/\lambda)\sinh X}.
\]

Twice the edge flux, multiplied by \(\Omega\), gives

\[
v=2\Omega\lambda\left(F-\frac{n_{\rm eq}}\tau\right)
\frac{\tanh X}{1+(D/k\lambda)\tanh X}. \tag{9}
\]

The denominator depends on \(L\), so proportionality to \(\tanh X\) is lost. It returns when \((D/k\lambda)\tanh X\ll1\): at every width if \(k\lambda/D\gg1\), and otherwise only on sufficiently narrow terraces. At \(k\lambda/D=1\), the velocity is 0.684 of the perfect-absorption value for \(L=\lambda\), but 0.500 for \(L=8\lambda\).

## A worked example

Take round model parameters: site spacing 0.4 nm, \(\Omega=0.16\) nm², \(h=0.3\) nm, \(D=10^6\) nm²/s and \(\tau=0.01\) s. Then \(\lambda=\sqrt{10^6\times0.01}=100\) nm. Let 0.5 monolayer arrive per second and let the equilibrium coverage be 0.001. Desorption at equilibrium removes \(0.001/0.01=0.1\) monolayer/s, so

\[
\Omega\left(F-\frac{n_{\rm eq}}\tau\right)=0.5-0.1=0.4\ {\rm s^{-1}}.
\]

For \(L=100\) nm, \(X=0.5\) and \(\tanh X=0.4621\). Equation (1) gives

\[
v=2\times100\times0.4\times0.4621=37.0\ {\rm nm/s}.
\]

The growth rate is \(0.3\times37.0/100=0.111\) nm/s, or 0.40 µm/h. With the vapour supply shut off, the same steps retreat at 9.24 nm/s.

| \(L\) (nm) | \(v\) (nm/s) | \(\eta\) | \(n(0)/n_{\rm eq}\) | \(hv/L\) (nm/s) |
|---:|---:|---:|---:|---:|
| 20 | 7.97 | 0.997 | 1.02 | 0.120 |
| 100 | 37.0 | 0.924 | 1.45 | 0.111 |
| 400 | 77.1 | 0.482 | 3.94 | 0.058 |
| 1000 | 80.0 | 0.200 | 4.95 | 0.024 |

At 20 nm the loss \(1-\eta\) is 0.003, as \(X^2/3\) predicts. Between 400 and 1000 nm the velocity rises by less than 4 per cent, while the growth rate falls by more than half. The mid-terrace density meanwhile approaches its ceiling \(F\tau/n_{\rm eq}=5\). Whether islands form there depends on a nucleation threshold that this model does not contain. If they do, (1) no longer describes the growth. A rough estimate suggests they would: for a square lattice gas with nearest-neighbour bonds and equilibrium coverage 0.001, classical nucleation theory puts the mid-terrace barrier at only 4 to 5 \(k_BT\) for 400 and 1000 nm, with critical islands of about three atoms, and near 17 \(k_BT\) for 100 nm, which is marginal. The wide rows of the table illustrate formula (1); they are not a forecast of step flow at this supply.

The fraction \(\eta\) compares the growth with the net supply, not with the arrival rate. At 100 nm the crystal gains \(37.0/100=0.370\) monolayer/s, which is 74 per cent of the arrival rate of 0.5. The difference is the total desorption, which includes atoms released by the steps as well as atoms that landed and never reached one.

The continuum description was tested against steady rate equations for atoms hopping between discrete rows of sites bounded by fixed steps held at \(n_{\rm eq}\), with arrival and desorption at every row, including that of the step. For all four widths, in growth and with \(F=0\), the velocities agree with (1) to within 5 parts in a million. This checks the passage to the continuum, not the assumptions of the model.

The excess coverage is \(0.4\times0.01=0.004\), so the leading correction for step motion is below \(0.004^2/2=8\times10^{-6}\) of \(v\). This is not the accuracy of (1): site blocking enters at first order in the coverage. If atoms arriving on occupied sites are rejected, so that \(F\) becomes \(F(1-\Omega n)\), the velocity falls by 0.13 per cent at 20 nm and 0.37 per cent at 1000 nm. A harsher case is \(L=4\lambda\) with excess coverage 0.02: solving the moving-step equation numerically gives a relative correction of \(1.00\times10^{-4}\), in agreement with (8). At excess coverage 0.30 it is 2.3 per cent. At such a coverage site blocking and adatom interactions cannot be neglected, so that figure, like the smaller ones, measures the effect of step motion within the model, not the total error of (1).

## Computed values

```
site spacing = 0.4 nm, step height = 0.3 nm
area per site Omega = 0.16 nm^2
D = 1.0e+06 nm^2/s, tau = 0.010 s
diffusion length lam = 100.0 nm
arrival = 0.50 monolayer/s, F = 3.1250 nm^-2 s^-1
equilibrium coverage = 0.0010, n_eq = 0.00625 nm^-2
desorption at equilibrium = 0.10 monolayer/s
net supply Omega*(F - n_eq/tau) = 0.40 monolayer/s
excess coverage Omega*(F*tau - n_eq) = 0.0040
wide-terrace limit of v = 80.00 nm/s
L = 20 nm: X = 0.10, tanh X = 0.09967
  v formula = 7.9734 nm/s, v hopping = 7.9735 nm/s
  narrow-terrace estimate of v = 8.00 nm/s
  incorporated fraction of net supply = 0.9967
  mid-terrace n/n_eq = 1.0199
  growth rate h*v/L = 0.11960 nm/s
L = 100 nm: X = 0.50, tanh X = 0.46212
  v formula = 36.9694 nm/s, v hopping = 36.9694 nm/s
  narrow-terrace estimate of v = 40.00 nm/s
  incorporated fraction of net supply = 0.9242
  mid-terrace n/n_eq = 1.4527
  growth rate h*v/L = 0.11091 nm/s
L = 400 nm: X = 2.00, tanh X = 0.96403
  v formula = 77.1222 nm/s, v hopping = 77.1224 nm/s
  narrow-terrace estimate of v = 160.00 nm/s
  incorporated fraction of net supply = 0.4820
  mid-terrace n/n_eq = 3.9368
  growth rate h*v/L = 0.05784 nm/s
L = 1000 nm: X = 5.00, tanh X = 0.99991
  v formula = 79.9927 nm/s, v hopping = 79.9929 nm/s
  narrow-terrace estimate of v = 400.00 nm/s
  incorporated fraction of net supply = 0.2000
  mid-terrace n/n_eq = 4.9461
  growth rate h*v/L = 0.02400 nm/s
L = 100 nm growth rate = 0.3993 um/h
L = 100 nm, F = 0: v = -9.2423 nm/s
moving-step relative correction, L = 1000 nm = 7.93e-06
upper bound, half excess coverage squared = 8.00e-06
L = 4 lam, excess coverage 0.02: correction = 1.001e-04
  leading-order prediction = 1.001e-04
L = 4 lam, excess coverage 0.30: correction = 0.0226
k*lam/D = 1: v/v_perfect at L = lam = 0.6839
k*lam/D = 1: v/v_perfect at L = 8 lam = 0.5002
```
